# Composition uncertainty of an equiatomic film from uncertain photoelectron sensitivity factors: verification in Python

```python
"""
Composition uncertainty of a binary film from photoelectron peak areas.

Result under test:
    x_A = (I_A/S_A) / (I_A/S_A + I_B/S_B)
    u(x_A) = x_A (1-x_A) sqrt(u_A^2 + u_B^2 - 2 rho u_A u_B)
I: net peak area, S: sensitivity factor, u_A and u_B: relative standard
uncertainties of S_A and S_B, rho: their correlation coefficient.
For x_A = 1/2, u_A = u_B = 0.10, rho = 0: about 3.5 atomic percent.
Example: titanium nitride, A = Ti (Ti 2p line), B = N (N 1s line).
"""
import numpy as np
from scipy.constants import N_A as AVOGADRO
from scipy.integrate import quad


def fraction(area_a, area_b, s_a, s_b):
    n_a, n_b = area_a / s_a, area_b / s_b
    return n_a / (n_a + n_b)


def propagated(x, u_a, u_b, rho=0.0):
    return x * (1 - x) * np.sqrt(u_a**2 + u_b**2 - 2 * rho * u_a * u_b)


def integrated_spread(area_a, area_b, s_a, s_b, u_a, u_b,
                      rho=0.0, shape="normal"):
    """Standard deviation of the nonlinear fraction, by quadrature."""
    if shape == "rectangular":
        nodes, weights = np.polynomial.legendre.leggauss(16)
        nodes = nodes * np.sqrt(3)
    else:
        nodes, weights = np.polynomial.hermite_e.hermegauss(16)
    weights = weights / weights.sum()
    z1, z2 = np.meshgrid(nodes, nodes, indexing="ij")
    w = np.outer(weights, weights)
    z_b = rho * z1 + np.sqrt(1 - rho**2) * z2

    def factor(s, u, z):
        if shape == "lognormal":
            width = np.sqrt(np.log(1 + u**2))
            return s * np.exp(width * z - width**2 / 2)
        return s * (1 + u * z)

    x = fraction(area_a, area_b, factor(s_a, u_a, z1), factor(s_b, u_b, z_b))
    mean = np.sum(w * x)
    return np.sqrt(np.sum(w * (x - mean)**2))


# Inputs of the example (rough sensitivity factors, chosen areas)
area_ti, area_n = 80000.0, 20000.0
s_ti, s_n = 2.0, 0.5
u_s = 0.10
x_ti = fraction(area_ti, area_n, s_ti, s_n)
u_x = propagated(x_ti, u_s, u_s)
assert abs(x_ti - 0.5) < 1e-12

# Derivatives of the normalisation, at equiatomic and at another composition
h = 1e-5
for a_ti in (area_ti, area_ti / 4):
    x = fraction(a_ti, area_n, s_ti, s_n)
    d_a = (fraction(a_ti, area_n, s_ti * np.exp(h), s_n)
           - fraction(a_ti, area_n, s_ti * np.exp(-h), s_n)) / (2 * h)
    d_b = (fraction(a_ti, area_n, s_ti, s_n * np.exp(h))
           - fraction(a_ti, area_n, s_ti, s_n * np.exp(-h))) / (2 * h)
    assert abs(d_a + x * (1 - x)) < 1e-8
    assert abs(d_b - x * (1 - x)) < 1e-8

# General formula with small unequal uncertainties, so linearisation is sharp
x_low = fraction(area_ti / 4, area_n, s_ti, s_n)
for rho in (0.0, 0.5, -0.5):
    full = integrated_spread(area_ti / 4, area_n, s_ti, s_n, 0.01, 0.02, rho)
    assert abs(full / propagated(x_low, 0.01, 0.02, rho) - 1) < 2e-3

# Actual 10 percent uncertainties: allow the second-order terms (about u^2)
spreads = {}
for shape in ("normal", "lognormal", "rectangular"):
    spreads[shape] = integrated_spread(area_ti, area_n, s_ti, s_n,
                                       u_s, u_s, shape=shape)
    assert abs(spreads[shape] / u_x - 1) < 0.015

# A shared relative error cancels; half correlation lowers the uncertainty
shared = integrated_spread(area_ti, area_n, s_ti, s_n, u_s, u_s, rho=1.0)
assert shared < 1e-7
u_half = propagated(x_ti, u_s, u_s, 0.5)
full_half = integrated_spread(area_ti, area_n, s_ti, s_n, u_s, u_s, rho=0.5)
assert abs(full_half / u_half - 1) < 0.02

# Only one uncertain factor
u_single = propagated(x_ti, u_s, 0.0)
full_single = integrated_spread(area_ti, area_n, s_ti, s_n, u_s, 0.0)
assert abs(full_single / u_single - 1) < 0.02

# The equiatomic film has the largest absolute uncertainty
x_grid = np.linspace(0.1, 0.9, 9)
scan = [integrated_spread(x, 1 - x, 1.0, 1.0, u_s, u_s) for x in x_grid]
assert int(np.argmax(scan)) == 4
u_at_20 = propagated(0.2, u_s, u_s)
assert abs(scan[1] / u_at_20 - 1) < 0.04

# Random sampling: covariance of numerator and total, and coverage
rng = np.random.default_rng(12345)
count = 1_000_000
s_ti_draw = s_ti * (1 + u_s * rng.standard_normal(count))
s_n_draw = s_n * (1 + u_s * rng.standard_normal(count))
x_draw = fraction(area_ti, area_n, s_ti_draw, s_n_draw)
cover_1 = np.mean(np.abs(x_draw - x_ti) < u_x)
cover_2 = np.mean(np.abs(x_draw - x_ti) < 2 * u_x)
assert abs(cover_1 - 0.683) < 0.01 and abs(cover_2 - 0.954) < 0.01

u_total = np.sqrt((x_ti * u_s)**2 + ((1 - x_ti) * u_s)**2)
covariance = x_ti * u_s**2
correlation = covariance / (u_s * u_total)
# Small errors keep the sampled correlation in the linear regime
small = 0.01
n_ti_draw = area_ti / (s_ti * (1 + small * rng.standard_normal(count)))
n_n_draw = area_n / (s_n * (1 + small * rng.standard_normal(count)))
sampled_corr = np.corrcoef(n_ti_draw, n_ti_draw + n_n_draw)[0, 1]
assert abs(sampled_corr - correlation) < 0.005
u_naive = x_ti * np.sqrt(u_s**2 + u_total**2)
u_repaired = x_ti * np.sqrt(u_s**2 + u_total**2 - 2 * covariance)
assert abs(u_repaired / np.std(x_draw) - 1) < 0.015
assert u_naive > 1.5 * np.std(x_draw)

# Counting noise: background estimated from an equal number of channels
back_ti, back_n = 120000.0, 60000.0
count_ti = np.sqrt(area_ti + 2 * back_ti) / area_ti
count_n = np.sqrt(area_n + 2 * back_n) / area_n
u_count = propagated(x_ti, count_ti, count_n)

# Choice of background and integration limits
u_area = 0.05
u_choice = propagated(x_ti, u_area, u_area)
u_budget = np.sqrt(u_x**2 + u_choice**2 + u_count**2)
area_ti_draw = area_ti * (1 + u_area * rng.standard_normal(count)
                          + count_ti * rng.standard_normal(count))
area_n_draw = area_n * (1 + u_area * rng.standard_normal(count)
                        + count_n * rng.standard_normal(count))
budget_draw = fraction(area_ti_draw, area_n_draw, s_ti_draw, s_n_draw)
assert abs(np.std(budget_draw) / u_budget - 1) < 0.02

# Nitrogen loss by sputter cleaning
loss = 0.10
shift_loss = fraction(area_ti, area_n * (1 - loss), s_ti, s_n) - x_ti

# Carbon layer: attenuation length grows as kinetic energy to the power 0.75
photon, bind_ti, bind_n = 1486.6, 455.0, 397.0
kin_ti, kin_n = photon - bind_ti, photon - bind_n
carbon, length_1000 = 1.0, 3.0
len_ti = length_1000 * (kin_ti / 1000)**0.75
len_n = length_1000 * (kin_n / 1000)**0.75
shift_carbon = fraction(area_ti * np.exp(-carbon / len_ti),
                        area_n * np.exp(-carbon / len_n), s_ti, s_n) - x_ti

# Oxide skin: all Ti 2p signal wrongly assigned to the nitride
mass_ti, mass_n, mass_o = 47.867, 14.007, 15.999
dens_nitride, dens_oxide = 5.4, 4.0
ti_nitride = dens_nitride * AVOGADRO / (mass_ti + mass_n) * 1e-21
ti_oxide = dens_oxide * AVOGADRO / (mass_ti + 2 * mass_o) * 1e-21
oxide, length = 1.0, 2.0
passed = np.exp(-oxide / length)
signal_ti = ti_nitride * passed + ti_oxide * (1 - passed)
signal_n = ti_nitride * passed
x_oxide = signal_ti / (signal_ti + signal_n)
skin = quad(lambda z: ti_oxide * np.exp(-z / length), 0, oxide)[0]
bulk = quad(lambda z: ti_nitride * np.exp(-z / length), oxide, 80)[0]
assert abs((skin + bulk) / (skin + 2 * bulk) - x_oxide) < 1e-8
shift_oxide = x_oxide - x_ti
assert shift_oxide > u_x


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Ti 2p net area", area_ti, "counts", 0)
show("N 1s net area", area_n, "counts", 0)
show("Ti 2p sensitivity factor (rough)", s_ti, "(relative)", 1)
show("N 1s sensitivity factor (rough)", s_n, "(relative)", 1)
show("normalised Ti amount I/S", area_ti / s_ti, "counts", 0)
show("normalised N amount I/S", area_n / s_n, "counts", 0)
show("Ti fraction", 100 * x_ti, "at.%", 1)
show("uncertainty of each factor", 100 * u_s, "% relative", 1)
show("uncertainty of factor ratio", 100 * np.sqrt(2) * u_s, "% relative")
show("slope x(1-x)", x_ti * (1 - x_ti), "(dimensionless)", 4)
show("composition uncertainty", 100 * u_x, "at.%", 3)
show("same, relative to x", 100 * u_x / x_ti, "% relative")
show("two standard uncertainties", 200 * u_x, "at.%")
show("one uncertain factor only", 100 * u_single, "at.%")
show("factor correlation 0.5", 100 * u_half, "at.%")
show("same factors, film with x = 0.2", 100 * u_at_20, "at.%")
for name, value in spreads.items():
    show(f"full integration, {name}", 100 * value, "at.%", 3)
show("coverage, one standard uncertainty", 100 * cover_1, "%", 1)
show("coverage, two standard uncertainties", 100 * cover_2, "%", 1)
show("uncertainty of total amount", 100 * u_total, "% relative")
show("relative covariance, Ti amount and total", covariance, "(dimensionless)", 4)
show("correlation, Ti amount and total", correlation, "(formula)", 3)
show("correlation, Ti amount and total", sampled_corr, "(sampled)", 3)
show("wrong result, covariance ignored", 100 * u_naive, "at.%")
show("result with covariance restored", 100 * u_repaired, "at.%")
show("Ti 2p background", back_ti, "counts", 0)
show("N 1s background", back_n, "counts", 0)
show("Ti 2p counting uncertainty", 100 * count_ti, "% relative")
show("N 1s counting uncertainty", 100 * count_n, "% relative")
show("composition, counting only", 100 * u_count, "at.%")
show("area uncertainty, background choice", 100 * u_area, "% relative", 1)
show("composition, background choice only", 100 * u_choice, "at.%")
show("composition, total budget", 100 * u_budget, "at.%")
show("assumed nitrogen loss by sputtering", 100 * loss, "%", 1)
show("Ti shift from nitrogen loss", 100 * shift_loss, "at.%")
show("Ti 2p kinetic energy (rough)", kin_ti, "eV", 1)
show("N 1s kinetic energy (rough)", kin_n, "eV", 1)
show("carbon layer thickness", carbon, "nm", 1)
show("Ti 2p attenuation length in carbon (rough)", len_ti, "nm")
show("N 1s attenuation length in carbon (rough)", len_n, "nm")
show("Ti shift from carbon layer", 100 * shift_carbon, "at.%")
show("nitride density (rough)", dens_nitride, "g/cm3", 1)
show("oxide density (rough)", dens_oxide, "g/cm3", 1)
show("Ti atoms in nitride", ti_nitride, "per nm3", 1)
show("Ti atoms in oxide", ti_oxide, "per nm3", 1)
show("oxide thickness", oxide, "nm", 1)
show("attenuation length, oxide and nitride (rough)", length, "nm", 1)
show("signal fraction passed by oxide", passed, "(dimensionless)", 3)
show("apparent Ti fraction with oxide", 100 * x_oxide, "at.%", 1)
show("Ti shift from oxide", 100 * shift_oxide, "at.%", 1)
print("no test failed")
```

Running it gives:

```
Ti 2p net area: 80000 counts
N 1s net area: 20000 counts
Ti 2p sensitivity factor (rough): 2.0 (relative)
N 1s sensitivity factor (rough): 0.5 (relative)
normalised Ti amount I/S: 40000 counts
normalised N amount I/S: 40000 counts
Ti fraction: 50.0 at.%
uncertainty of each factor: 10.0 % relative
uncertainty of factor ratio: 14.14 % relative
slope x(1-x): 0.2500 (dimensionless)
composition uncertainty: 3.536 at.%
same, relative to x: 7.07 % relative
two standard uncertainties: 7.07 at.%
one uncertain factor only: 2.50 at.%
factor correlation 0.5: 2.50 at.%
same factors, film with x = 0.2: 2.26 at.%
full integration, normal: 3.563 at.%
full integration, lognormal: 3.509 at.%
full integration, rectangular: 3.546 at.%
coverage, one standard uncertainty: 68.1 %
coverage, two standard uncertainties: 95.3 %
uncertainty of total amount: 7.07 % relative
relative covariance, Ti amount and total: 0.0050 (dimensionless)
correlation, Ti amount and total: 0.707 (formula)
correlation, Ti amount and total: 0.707 (sampled)
wrong result, covariance ignored: 6.12 at.%
result with covariance restored: 3.54 at.%
Ti 2p background: 120000 counts
N 1s background: 60000 counts
Ti 2p counting uncertainty: 0.71 % relative
N 1s counting uncertainty: 1.87 % relative
composition, counting only: 0.50 at.%
area uncertainty, background choice: 5.0 % relative
composition, background choice only: 1.77 at.%
composition, total budget: 3.98 at.%
assumed nitrogen loss by sputtering: 10.0 %
Ti shift from nitrogen loss: 2.63 at.%
Ti 2p kinetic energy (rough): 1031.6 eV
N 1s kinetic energy (rough): 1089.6 eV
carbon layer thickness: 1.0 nm
Ti 2p attenuation length in carbon (rough): 3.07 nm
N 1s attenuation length in carbon (rough): 3.20 nm
Ti shift from carbon layer: -0.33 at.%
nitride density (rough): 5.4 g/cm3
oxide density (rough): 4.0 g/cm3
Ti atoms in nitride: 52.6 per nm3
Ti atoms in oxide: 30.2 per nm3
oxide thickness: 1.0 nm
attenuation length, oxide and nitride (rough): 2.0 nm
signal fraction passed by oxide: 0.607 (dimensionless)
apparent Ti fraction with oxide: 57.8 at.%
Ti shift from oxide: 7.8 at.%
no test failed
```
